# Localization Lengths by Transfer Matrices and the Three-Dimensional Anderson Transition

## Definitions and conventions

The Anderson model on a simple cubic lattice has one orbital per site, hopping $-t$ between nearest neighbours, and independent random site energies $V_i$, uniform on $[-W/2,W/2]$. Set $t=1$ and the lattice constant to 1, so that $E$ and $W$ are in units of $t$ and lengths are in sites. The model omits electron interactions, phonons, several orbitals per atom and correlated disorder, any of which can matter in a real disordered solid.

Consider a long bar of cross-section $M\times M$, periodic in the two transverse directions. It has $N=M^2$ sites per slice. Let $\psi_n$ be the vector of amplitudes on slice $n$, and let $h_n$ be the real symmetric Hamiltonian of that slice, including its site energies. Its two neighbouring slices couple through $-1$, so

$$E\psi_n=h_n\psi_n-\psi_{n+1}-\psi_{n-1}.$$

Solving for the next slice gives

$$\psi_{n+1}=A_n\psi_n-\psi_{n-1},\qquad A_n=h_n-E,$$

$$\begin{pmatrix}\psi_{n+1}\\ \psi_n\end{pmatrix}=T_n\begin{pmatrix}\psi_n\\ \psi_{n-1}\end{pmatrix},\qquad T_n=\begin{pmatrix}A_n&-1\\1&0\end{pmatrix}.$$

The product $P_L=T_L\cdots T_1$ has singular values $s_1\ge\dots\ge s_{2N}$. The Lyapunov exponents are $\gamma_i=\lim_{L\to\infty}L^{-1}\ln s_i$. For independent, identically distributed slices with finite mean $\ln\|T_n\|$, Oseledets' theorem guarantees these limits with probability one.

The exponents come in pairs. With $J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}$ and $A_n^T=A_n$,

$$T_n^TJT_n=\begin{pmatrix}A_n&1\\-1&0\end{pmatrix}\begin{pmatrix}1&0\\-A_n&1\end{pmatrix}=\begin{pmatrix}0&1\\-1&0\end{pmatrix}=J.$$

Hence $P_L^TJP_L=J$, or $P_L^{-1}=J^{-1}P_L^TJ$. Since $J$ is orthogonal, $P_L^{-1}$ and $P_L$ have the same singular values. Every $s_i$ is therefore accompanied by $1/s_i$, and every $\gamma_i$ by $-\gamma_i$.

The slowest decay belongs to the smallest positive exponent, $\gamma_N$. Define

$$\lambda_M=\frac1{\gamma_N},\qquad \Lambda=\frac{\lambda_M}{M}.$$

This is an amplitude length; probabilities decay at the rate $2\gamma_N$. That $\gamma_N>0$ for continuously distributed disorder is a known theorem, used here without proof. A bar of finite width thus has no transition. The three-dimensional transition must be read from the dependence on $M$.

## Repeated QR factorization

Start from a random $2N\times N$ matrix $Q_0$ with orthonormal columns. Multiply it by $q$ transfer matrices, whose product is $B_k$, and factor the result:

$$B_kQ_{k-1}=Q_kR_k,$$

where $R_k$ is upper triangular. After $K$ factorizations, $L=Kq$ and

$$P_LQ_0=Q_KR_K\cdots R_1.$$

The diagonal of a product of triangular matrices is the product of the diagonals. The first $m$ columns of $P_LQ_0$ therefore span a volume $\mathcal V_m=\prod_{i\le m}\prod_k|(R_k)_{ii}|$.

To find its growth, write $P_L=USV^T$ and let $Y$ be the first $m$ columns of $V^TQ_0$. The Cauchy–Binet formula gives

$$\mathcal V_m^2=\det(Y^TS^2Y)=\sum_I(\det Y_I)^2\prod_{i\in I}s_i^2,$$

where $I$ runs over sets of $m$ rows. The squared minors add to 1, so $\mathcal V_m\le s_1\cdots s_m$. The term $I=\{1,\dots,m\}$ gives a lower bound with the same exponential rate, because a random start has a nonzero overlap with the leading directions. Thus $L^{-1}\ln\mathcal V_m\to\gamma_1+\dots+\gamma_m$. Subtracting the result for $m-1$ yields

$$\gamma_m=\lim_{L\to\infty}\frac1L\sum_k\ln|(R_k)_{mm}|.$$

The last of the $N$ columns supplies $\gamma_N$.

Between factorizations all columns turn towards the fastest-growing direction. The information in the last column shrinks relative to the first by about $e^{-q(\gamma_1-\gamma_N)}$. With machine precision $\varepsilon=2.2\times10^{-16}$, one needs

$$\varepsilon\,e^{q(\gamma_1-\gamma_N)}\ll1.$$

Take one bar with $M=4$, $W=16.5$, $E=0$ and 3000 slices. Factorization after every slice gives $\gamma_1=1.6045$ and $\gamma_N=0.434305$. The left side reaches 1 at $q\approx36.0/1.170\approx31$, so a usable $q$ must lie well below this value. For $q=10$ the left side above is about $3\times10^{-11}$, and the same disorder again gives $0.434305$. For $q=60$ it gives $0.985$, which is wrong by more than a factor of two.

The false value can be estimated. Once roundoff fills the last column, its remaining length is about $\varepsilon$ times that of the first, so the apparent exponent is $\gamma_1+q^{-1}\ln\varepsilon=1.604-36.0/60=1.00$. A smooth, reproducible output is therefore no evidence of a sufficiently small $q$. The production runs below use $q=10$.

## Two cases with known exponents

Without disorder, the transverse modes have energies $\varepsilon_{\mathbf k}=-2\cos k_x-2\cos k_y$, with $k_x,k_y$ multiples of $2\pi/M$. Inserting $\psi_n=\mu^n\chi_{\mathbf k}$ into the slice equation gives $\mu+\mu^{-1}=\varepsilon_{\mathbf k}-E$. If $|E-\varepsilon_{\mathbf k}|>2$, then $\mu=\pm e^{\pm\gamma_{\mathbf k}}$ is real and

$$\gamma_{\mathbf k}=\operatorname{arccosh}\frac{|E-\varepsilon_{\mathbf k}|}{2}.$$

For $M=4$ and $E=7$, the highest mode has $\varepsilon_{\mathbf k}=4$, so the smallest exponent is $\operatorname{arccosh}1.5=0.9624$. The QR calculation reproduces all 16 exponents to about $10^{-14}$. If instead $|E-\varepsilon_{\mathbf k}|<2$, then $|\mu|=1$: the mode propagates and its exponent is zero.

A disordered case can be solved for the sum of exponents. Replace the uniform distribution by the Cauchy density $(\delta/\pi)/(V^2+\delta^2)$. Consider an open bar of $L$ slices with Hamiltonian $H_L$, and propagate the matrix solution $\psi_0=0$, $\psi_1=1$. The ratios $S_n=\psi_{n+1}\psi_n^{-1}$ obey

$$S_n=h_n-E-S_{n-1}^{-1},\qquad S_1=h_1-E.$$

These are the pivots of block Gaussian elimination on $H_L-E$. Therefore

$$\det(H_L-E)=\prod_{n=1}^L\det S_n=\det D_L,\qquad D_L=\psi_{L+1}.$$

For a generic frame $|\det D_L|$ grows at the rate $\sum_{i\le N}\gamma_i$.

Now give $E$ a small positive imaginary part $\eta$. If every $V_i$ has a nonpositive imaginary part, the anti-Hermitian part of $H_L-E-i\eta$ is $i$ times a negative definite matrix, so the determinant cannot vanish. Its logarithm is analytic in each $V_i$ in the lower half-plane and grows there only logarithmically. Closing the averaging integral in that half-plane leaves the pole at $V_i=-i\delta$, with weight 1. Doing this site by site, letting $\eta\to0$ and taking the real part gives

$$\langle\ln|\det(H_L-E)|\rangle=\ln|\det(H_L^{0}-E-i\delta)|,$$

where $H_L^0$ has no disorder. The clean calculation at energy $E+i\delta$ then yields

$$\sum_{i=1}^N\gamma_i=\sum_{\mathbf k}\operatorname{Re}\operatorname{arccosh}z_{\mathbf k},\qquad z_{\mathbf k}=\frac{E+i\delta-\varepsilon_{\mathbf k}}2.$$

To evaluate a term, put $z=\cosh(a+ib)$. Then $|z\pm1|=\cosh a\pm\cos b$, and hence $\cosh a=(|z+1|+|z-1|)/2$. For $M=3$, $E=0.5$ and $\delta=2$, one mode has $z=2.25+i$, four have $0.75+i$ and four have $-0.75+i$. The corresponding $a$ are 1.567 once and 0.983 eight times, which sum to $9.430$.

Ten sampled bars of 2000 slices each, after 50 discarded slices, give $9.385\pm0.020$ with QR. The difference is 0.5% of the analytic value, or 2.2 standard errors. This supports the growth rate at the half-percent level; it is not agreement within one standard error. Moreover, $\gamma_N$ is only a small part of the sum, so it needs a separate check.

## The smallest exponent from a Green function

With $G=(E-H_L)^{-1}$, let $G_{1L}$ be the block joining the first and last slices. Stack the solutions $\psi_1,\dots,\psi_L$ into $\Psi$. All block rows of $(H_L-E)\Psi$ vanish except the last, which is $(h_L-E)\psi_L-\psi_{L-1}=D_L$. Multiplying by $(H_L-E)^{-1}=-G$ and reading the first block gives $1=-G_{1L}D_L$, so

$$G_{1L}=-D_L^{-1},\qquad \gamma_N=-\lim_{L\to\infty}\frac1L\ln\|G_{1L}\|.$$

The norm of an inverse is set by the smallest singular value of $D_L$, whose growth rate is $\gamma_N$. Define $g_n=-S_n^{-1}$. The pivot equation becomes

$$g_n=(E-h_n-g_{n-1})^{-1},\qquad g_0=0.$$

Since $D_n=S_nD_{n-1}$, one also has $G_{1n}=-G_{1,n-1}g_n$ for $n\ge2$. Rescaling $G_{1n}$ after each slice and adding the logarithms avoids underflow.

For the same 3000 slices as in the roundoff example, this gives $\gamma_N=0.4338$, against $0.4343$ from QR. The unrounded difference is $5.3\times10^{-4}$. Multiplied by 3000 it is 1.6, a change of order one in a logarithmic prefactor. Such end effects vanish as $1/L$ in the exponent.

## Statistical error and cost

Neighbouring values of $\ln|R_{NN}|$ can be correlated. They are therefore averaged over blocks of 250 slices, much longer than the decay lengths found below. For $B$ nearly independent blocks with sample standard deviation $\sigma_B$, the standard error is

$$\sigma_\gamma=\frac{\sigma_B}{\sqrt B}.$$

To first order $\gamma_N$, $\lambda_M$ and $\Lambda$ have the same relative error, because $\delta\ln\lambda_M=-\delta\ln\gamma_N$. For Gaussian blocks the standard error is itself uncertain by about $1/\sqrt{2(B-1)}$, or 10% for the 48 blocks available at $M=8$.

If the variance of the accumulated logarithm is $c\gamma_NL$, division by $(\gamma_NL)^2$ gives

$$\frac{\sigma_\gamma}{\gamma_N}=\sqrt{\frac{c\lambda_M}{L}}.$$

The 15 production points below give $c$ between about 0.8 and 1.2, an empirical result for this range. At fixed relative error, the required length is then proportional to $\lambda_M$, hence to $M$ near criticality. Dense multiplication costs $N^3=M^6$ operations per slice, up to a factor, so the total work grows as $M^7$. This explains why wide bars dominate the effort and still have the largest errors.

## Finite-size scaling

Suppose that near a continuous transition at $W_c$ one length, $\xi\propto|W-W_c|^{-\nu}$, controls the size dependence. This is the one-parameter scaling hypothesis, not a consequence of the transfer matrix. It makes $\Lambda$ a function of $M/\xi$ on each side. Because

$$(M/\xi)^{1/\nu}\propto|W-W_c|M^{1/\nu},$$

and a finite bar has no transition, the two sides can be joined by a smooth expansion:

$$\ln(M\gamma_N)=a_0+a_1x+a_2x^2,\qquad x=\frac{W-W_c}{W_c}M^{1/\nu}.$$

At $W=W_c$ all widths give $\Lambda_c=e^{-a_0}$. For $a_1>0$, $\Lambda$ increases with $M$ just below $W_c$, as for extended states. Just above $W_c$ it decreases, as it must when $\lambda_M$ approaches a finite bulk length. The slope at the crossing is

$$\left.\frac{\partial\ln(M\gamma_N)}{\partial W}\right|_{W_c}=\frac{a_1}{W_c}M^{1/\nu},$$

so doubling $M$ multiplies it by $2^{1/\nu}$.

Small bars have corrections. A term $bM^{-y}$ with $y>0$, added to the expansion, makes the crossing depend on the pair of widths. To linear order, equating the curves for $M_1<M_2$ gives

$$\frac{W_\times-W_c}{W_c}=\frac{b(M_1^{-y}-M_2^{-y})}{a_1(M_2^{1/\nu}-M_1^{1/\nu})}.$$

The shift vanishes as the widths grow. The fit below omits this term. It also takes the scaling variable as linear in $w=(W-W_c)/W_c$, whereas over a wide window it can contain a term $\beta w^2$. The statistical errors of the fit include neither bias.

## Worked example at the band centre

At $E=0$, four independent bars were propagated for each width and disorder. After 100 discarded slices, each bar contributed 12000, 6000 or 3000 slices for $M=4$, 6 or 8. The table gives $\Lambda$, with its relative standard error in parentheses.

| $W$ | $M=4$ | $M=6$ | $M=8$ |
|---|---|---|---|
| 14.00 | 0.780 (0.8%) | 0.840 (1.4%) | 0.899 (2.4%) |
| 15.25 | 0.669 (0.8%) | 0.705 (1.3%) | 0.726 (2.3%) |
| 16.50 | 0.583 (0.7%) | 0.572 (1.0%) | 0.585 (1.9%) |
| 17.75 | 0.521 (0.6%) | 0.504 (1.2%) | 0.479 (2.0%) |
| 19.00 | 0.474 (0.6%) | 0.430 (1.0%) | 0.407 (1.5%) |

For example, at $M=8$ and $W=16.5$ the exponent is $0.2136$, so $\lambda_M=1/0.2136=4.68$ and $\Lambda=4.68/8=0.585$. The order of the widths reverses between the first and last rows, while the middle row shows no clear trend.

A nonlinear least-squares fit, weighted by the inverse variances, gives

$$W_c=16.11\pm0.13,\quad \nu=1.38\pm0.09,\quad \Lambda_c=0.612\pm0.009,$$

with $a_0=0.491$, $a_1=0.610$ and $a_2=-0.138$. The errors come from the linearized covariance matrix. There are 15 data and five parameters, and $\chi^2=15.0$ for 10 degrees of freedom. Its expected spread is $\sqrt{20}\approx4.5$, so the scaling form is acceptable at this precision. Acceptance does not exclude a small correction term.

Separate weighted straight lines through $\ln(M\gamma_N)$ have slopes $0.0987$ for $M=4$ and $0.1574$ for $M=8$. They cross at $W=16.50$, and

$$\nu\approx\frac{\ln2}{\ln(0.1574/0.0987)}=1.49.$$

The crossing lies 0.39 above the fitted $W_c$, three times the quoted error. The fitted form would produce such a gap through its curvature. Put $u=W-16.5$, so $W-W_c=u+0.39$. From the fitted parameters, the difference between the $M=8$ and $M=4$ curves is

$$0.0674(u+0.39)-0.0069(u+0.39)^2.$$

An equally weighted line through the five values of $u$ replaces $u^2$ by its mean, 3.125. The difference becomes approximately $0.062u+0.004$, which vanishes at $W\approx16.4$. Thus lines drawn through the fitted curves would cross well above the common point of those curves. This is a property of the fitted form, not of the data. The term $a_2x^2$ forces the coefficient of $u^2$ to grow as $M^{2/\nu}$, from $-0.0040$ at $M=4$ to $-0.0108$ at $M=8$. Separate weighted parabolas through the tabulated values give $-0.0066\pm0.0012$ and $-0.0056\pm0.0033$, with no sign of that growth, and they cross at $W=16.53$. The gap therefore points to a bias of the five-parameter fit. Replacing $a_2x^2$ by a nonlinear scaling variable, $x=(w+\beta w^2)M^{1/\nu}$, keeps five parameters and gives $W_c=16.25\pm0.13$, $\nu=1.44\pm0.10$ and $\chi^2=9.7$; keeping both terms gives $W_c=16.36\pm0.15$.

This also shows how delicate the crossing is. A 1% relative change of $\Lambda$ between the extreme widths moves it by about $0.01/0.067=0.15$. The present data place the critical disorder between about 16.1 and 16.5; the error $0.13$ applies only within the chosen scaling form, and changing the form moves $W_c$ upward by 0.1 to 0.4. Published studies with much wider bars and smaller errors give $W_c\approx16.5$ and $\nu\approx1.57$. Both values found here are low by more than their quoted errors, so they illustrate the method and should not replace the published ones. With $t=0.5$ eV, the critical width is about 8 eV.

Width 5 was not fitted. At $W=15$ it gives $\Lambda=0.690\pm0.009$, against a prediction of 0.705; at $W=18$, $0.489\pm0.006$ against 0.496. Both predictions are high, by 1.6 and 1.3 standard errors of the new data. The uncertainty of the prediction would reduce these figures. The curve interpolates between widths at the 2% level.

## Behaviour away from the crossing

At $W=8$, increasing $M$ from 4 to 6 raises $\lambda_M$ from 9.05 to 17.87, so $\Lambda$ rises from 2.26 to 2.98. At $W=30$, $\lambda_M$ changes from 1.02 to 1.24 and $\Lambda$ falls from 0.255 to 0.207. Each value rests on 12000 slices, so the error formula above with $c\approx1$ gives relative errors of 3 to 4% at $W=8$ and about 1% at $W=30$; the last digits are not significant. These are the two expected directions. The strong-disorder length still rises by 22%, however, so these widths have not reached its bulk limit.

Closed cubes give a view without transfer matrices. For adjacent level spacings $d_1,d_2$, let $r=\min(d_1,d_2)/\max(d_1,d_2)$. Uncorrelated levels have independent exponential spacings. Then $d_1/d_2<\rho$ has probability $\rho/(1+\rho)$, and the reverse ratio contributes equally, so $r<\rho\le1$ has probability $2\rho/(1+\rho)$. Its mean is

$$\langle r\rangle=\int_0^1\left(1-\frac{2\rho}{1+\rho}\right)d\rho=2\ln2-1=0.386.$$

Extended states overlap and their levels repel, as in a random symmetric matrix. Six Gaussian matrices of order 512 give $\langle r\rangle=0.528$ from the middle half of their spectra. Diagonalizing eight periodic $8\times8\times8$ cubes per disorder gives 0.524 at $W=8$ and 0.423 at $W=33$. The first is close to the random-matrix value. The second is nearer to the uncorrelated value but has not reached it; residual overlap of localized states in a small cube is a plausible cause, not established here.

## From critical disorder to a mobility edge

A mobility edge $E_c$ separates localized from extended states at fixed $W$. To locate it, keep $W$ fixed below its critical value, vary $E$, and replace the scaling variable by $(E-E_c)M^{1/\nu}$. The density of states and $\Lambda$ should vary little over the fitted window apart from this dependence; near a band tail the window must be narrow. This calculation is not carried out here. Away from the band centre, $\Lambda$ can vary irregularly with $M$ in narrow bars, so widths as small as those used above may not show a common crossing.

Changing the sign of the amplitudes on one sublattice reverses the hopping. Since the site-energy distribution is symmetric, the infinite system is statistically unchanged under $E\to-E$, and mobility edges come in pairs $\pm E_c$. If the extended states form one interval that closes as $W$ rises to $W_c$, this symmetry makes its edges meet at $E=0$. At weaker disorder the interval need not shrink: disorder also broadens the band, and extended states can lie outside the clean band $|E|\le6$. The calculation above locates the transition at $E=0$; it does not establish the shape of the whole mobility-edge curve.
